**Four-terminal conductance with resistive voltage probes**

The program tests \(G_{app}/G-1=(2R_p+R)/R_{in}\), where \(G=1/R\) is the true conductance of the channel section, \(G_{app}\) is the current divided by the meter reading, \(R_p\) is the resistance of each probe and \(R_{in}\) is the differential input resistance of the meter. It solves Kirchhoff's node equations for the full circuit and asserts agreement with this formula for section resistances from 1 megohm to 10 gigohm, as well as the 20 percent limit for a small section resistance. Further assertions cover unequal probes with the same sum, a changed outer resistance, and the recovery of \(G\) with known probes or with a shunt across the meter. Estimates for terminal leakage, offset current, input capacitance, thermal noise and rectifying probes are also compared with numerical solutions. For the example, the output shows a true conductance of 160.22 nS and an apparent one of 192.36 nS, an overestimate of 20.062 percent. Channel loading supplies 0.062 percentage point of this error.

## Check in Python

```python
"""Four-terminal conductance read through resistive voltage probes.

Result under test: G_app/G - 1 = (2*Rp + R)/Rin, which tends to 2*Rp/Rin
(20 percent for Rp = 1 gigohm, Rin = 10 gigohm) when R is small.
R: channel resistance between the probes, G = 1/R; Rp: resistance of
each probe; Rin: differential input resistance of the voltmeter;
G_app = (channel current)/(meter reading).
The reference side solves Kirchhoff's node equations of the full circuit.
"""
import numpy as np
from scipy.constants import e, k
from scipy.optimize import brentq

# Nodes: 0 current input, 1 and 2 ends of the inner channel section,
# 3 and 4 meter terminals; None is ground.
def node_voltages(R, probes, Rin, current=0.0, port_current=0.0,
                  R_outer=5e7, R_ground=np.inf, susceptance=0.0):
    branches = [(0, 1, 1 / R_outer), (1, 2, 1 / R), (2, None, 1 / R_outer),
                (1, 3, 1 / probes[0]), (2, 4, 1 / probes[1]),
                (3, 4, 1 / Rin + 1j * susceptance),
                (3, None, 1 / R_ground), (4, None, 1 / R_ground)]
    Y = np.zeros((5, 5), dtype=complex)
    for a, b, y in branches:
        Y[a, a] += y
        if b is not None:
            Y[b, b] += y
            Y[a, b] -= y
            Y[b, a] -= y
    source = np.array([current, 0, 0, port_current, -port_current],
                      dtype=complex)
    return np.linalg.solve(Y, source)


def reading(*args, **kwargs):
    v = node_voltages(*args, **kwargs)
    return v[3] - v[4]


def overestimate(R, probes, Rin, **kwargs):
    return R / reading(R, probes, Rin, current=1.0, **kwargs).real - 1


Rp, Rin = 1e9, 1e10
pair = (Rp, Rp)

# Small-channel limit, and the full law where loading is large
assert abs(overestimate(1e4, pair, Rin) - 0.20) < 1e-5
for R_test in (1e6, 1e8, 1e9, 1e10):
    assert abs(overestimate(R_test, pair, Rin)
               - (2 * Rp + R_test) / Rin) < 1e-7

# Example: rough regime of a monolayer semiconductor near threshold
density, mobility = 1e15, 20e-4          # m^-2, m^2/(V s)
length, width = 2e-6, 1e-6               # m
I, T = 1e-9, 300.0                       # A, K
sheet_G = e * density * mobility
R = length / (width * sheet_G)
G = 1 / R
v = node_voltages(R, pair, Rin, current=I)
V_section = (v[1] - v[2]).real
V_meter = (v[3] - v[4]).real
i_meter = V_meter / Rin
G_app = I / V_meter
excess = G_app / G - 1
mobility_app = G_app * length / (width * e * density)
assert abs(V_meter / V_section - Rin / (Rin + 2 * Rp)) < 1e-8

# Only the sum of probe resistances matters; outer contacts drop out
assert abs(overestimate(R, (0.4e9, 1.6e9), Rin) - excess) < 1e-7
assert abs(overestimate(R, pair, Rin, R_outer=1e9) - excess) < 1e-7

# Two corrections: known probes, and a shunt that halves Rin
G_known = (G_app - 1 / Rin) / (1 + 2 * Rp / Rin)
G_shunt = I / reading(R, pair, Rin / 2, current=I).real
G_extrapolated = 2 * G_app - G_shunt
assert abs(G_known / G - 1) < 1e-7
assert abs(G_extrapolated / G - 1) < 1e-7

# Probe or meter resistance for a one percent probe error
target = 0.01
Rp_max = target * Rin / 2
Rin_min = 2 * Rp / target
assert abs(overestimate(1e4, (Rp_max, Rp_max), Rin) - target) < 1e-5
assert abs(overestimate(1e4, pair, Rin_min) - target) < 1e-5

# Leakage of the meter terminals to ground, with unequal probes
R_ground, mismatch, R_outer = 1e12, 0.1e9, 5e7
high = overestimate(R, (Rp + mismatch / 2, Rp - mismatch / 2), Rin,
                    R_ground=R_ground, R_outer=R_outer)
low = overestimate(R, (Rp - mismatch / 2, Rp + mismatch / 2), Rin,
                   R_ground=R_ground, R_outer=R_outer)
V_common = I * (R_outer + R / 2)
shift = (1 + 2 * Rp / Rin) * V_common * mismatch / (R_ground * I * R)
assert abs((high - low) / 2 / shift - 1) < 0.03

# Port resistance, input offset current and its removal by reversal
R_port = reading(R, pair, Rin, port_current=1.0).real
assert abs(R_port * (1 / Rin + 1 / (2 * Rp + R)) - 1) < 1e-7
I_offset = 1e-14
plus = reading(R, pair, Rin, current=I, port_current=I_offset).real
minus = reading(R, pair, Rin, current=-I, port_current=I_offset).real
V_offset = plus - V_meter
assert abs(V_offset / (I_offset * R_port) - 1) < 1e-6
assert abs((plus - minus) / 2 / V_meter - 1) < 1e-8

# Capacitance across the meter: single-pole response and thermal noise
C = 1e-10
tau = R_port * C
at_pole = abs(reading(R, pair, Rin, current=I, susceptance=C / tau))
assert abs(at_pole / V_meter - 1 / np.sqrt(2)) < 1e-7
x_gl, w_gl = np.polynomial.legendre.leggauss(40)
variance = 0.0
for angle, weight in zip(np.pi / 4 * (x_gl + 1), np.pi / 4 * w_gl):
    omega = np.tan(angle) / tau
    Z = reading(R, pair, Rin, port_current=1.0, susceptance=omega * C)
    df_dangle = 1 / (2 * np.pi * tau * np.cos(angle) ** 2)
    variance += weight * 4 * k * T * Z.real * df_dangle
noise = np.sqrt(variance)
assert abs(noise / np.sqrt(k * T / C) - 1) < 1e-5

# Rectifying probes: one forward, one reverse biased
V_thermal = k * T / e
I_sat = V_thermal / Rp
def loop_voltage(x):
    drops = V_thermal * (np.log1p(x) - np.log1p(-x))
    return (I - I_sat * x) * R - drops - I_sat * x * Rin
x_diode = brentq(loop_voltage, 0, 0.9, xtol=1e-16, rtol=1e-14)
excess_diode = I * R / (I_sat * x_diode * Rin) - 1
diode_change = excess_diode - (2 * Rp + R) / Rin
assert abs(diode_change / (2 * Rp / Rin * x_diode**2 / 3) - 1) < 0.01

print(f"Probe resistance, each: {Rp/1e9:.1f} gigohm")
print(f"Meter input resistance: {Rin/1e9:.1f} gigohm")
print(f"Overestimate without loading: {200*Rp/Rin:.2f} percent")
print(f"Voltage deficit at the meter: {100*(1-V_meter/V_section):.2f} percent")
print(f"Sheet density: {density/1e4:.1e} cm^-2")
print(f"True mobility: {mobility*1e4:.2f} cm2/Vs")
print(f"Probe spacing: {length*1e6:.1f} um; width: {width*1e6:.1f} um")
print(f"Temperature: {T:.0f} K; channel current: {I*1e9:.1f} nA")
print(f"Sheet conductance: {sheet_G*1e6:.4f} uS")
print(f"Section resistance R: {R/1e6:.3f} megohm")
print(f"True conductance G: {G*1e9:.2f} nS")
print(f"Section voltage: {V_section*1e3:.3f} mV")
print(f"Meter reading: {V_meter*1e3:.3f} mV")
print(f"Meter current: {i_meter*1e12:.4f} pA")
print(f"Apparent conductance: {G_app*1e9:.2f} nS")
print(f"Overestimate with loading: {100*excess:.3f} percent")
print(f"Loading share R/Rin: {100*R/Rin:.3f} percent")
print(f"Apparent mobility: {mobility_app*1e4:.2f} cm2/Vs")
print(f"G corrected with known probes: {G_known*1e9:.2f} nS")
print(f"Apparent G with equal shunt: {G_shunt*1e9:.2f} nS")
print(f"G from the two readings: {G_extrapolated*1e9:.2f} nS")
print(f"Target probe error: {100*target:.1f} percent")
print(f"Largest Rp for target: {Rp_max/1e6:.1f} megohm")
print(f"Or smallest Rin for target: {Rin_min/1e9:.1f} gigohm")
print(f"Assumed terminal-to-ground resistance: {R_ground/1e12:.1f} teraohm")
print(f"Assumed probe difference: {mismatch/1e9:.2f} gigohm")
print(f"Assumed outer resistance, each side: {R_outer/1e6:.1f} megohm")
print(f"Common voltage of section: {V_common*1e3:.2f} mV")
print(f"Overestimate, larger probe on high side: {100*high:.3f} percent")
print(f"Overestimate, larger probe on low side: {100*low:.3f} percent")
print(f"Port resistance: {R_port/1e9:.3f} gigohm")
print(f"Assumed input offset current: {I_offset*1e15:.1f} fA")
print(f"False voltage from offset: {V_offset*1e6:.2f} uV")
print(f"False voltage / reading: {100*V_offset/V_meter:.3f} percent")
print(f"Assumed input capacitance: {C*1e12:.1f} pF")
print(f"Settling time constant: {tau:.3f} s")
print(f"Settling time to 0.1 percent: {tau*np.log(1000):.2f} s")
print(f"Total thermal noise, rms: {noise*1e6:.2f} uV")
print(f"Thermal noise / reading: {100*noise/V_meter:.3f} percent")
print(f"Thermal voltage kT/e: {V_thermal*1e3:.2f} mV")
print(f"Diode ratio x: {x_diode:.4f}")
print(f"Diode change of overestimate: {100*diode_change:.5f} percentage points")
print("verified")
```

It prints:

```
Probe resistance, each: 1.0 gigohm
Meter input resistance: 10.0 gigohm
Overestimate without loading: 20.00 percent
Voltage deficit at the meter: 16.67 percent
Sheet density: 1.0e+11 cm^-2
True mobility: 20.00 cm2/Vs
Probe spacing: 2.0 um; width: 1.0 um
Temperature: 300 K; channel current: 1.0 nA
Sheet conductance: 0.3204 uS
Section resistance R: 6.242 megohm
True conductance G: 160.22 nS
Section voltage: 6.238 mV
Meter reading: 5.199 mV
Meter current: 0.5199 pA
Apparent conductance: 192.36 nS
Overestimate with loading: 20.062 percent
Loading share R/Rin: 0.062 percent
Apparent mobility: 24.01 cm2/Vs
G corrected with known probes: 160.22 nS
Apparent G with equal shunt: 224.50 nS
G from the two readings: 160.22 nS
Target probe error: 1.0 percent
Largest Rp for target: 50.0 megohm
Or smallest Rin for target: 200.0 gigohm
Assumed terminal-to-ground resistance: 1.0 teraohm
Assumed probe difference: 0.10 gigohm
Assumed outer resistance, each side: 50.0 megohm
Common voltage of section: 53.12 mV
Overestimate, larger probe on high side: 20.271 percent
Overestimate, larger probe on low side: 20.067 percent
Port resistance: 1.671 gigohm
Assumed input offset current: 10.0 fA
False voltage from offset: 16.71 uV
False voltage / reading: 0.321 percent
Assumed input capacitance: 100.0 pF
Settling time constant: 0.167 s
Settling time to 0.1 percent: 1.15 s
Total thermal noise, rms: 6.44 uV
Thermal noise / reading: 0.124 percent
Thermal voltage kT/e: 25.85 mV
Diode ratio x: 0.0201
Diode change of overestimate: 0.00270 percentage points
verified
```
